# Phonon-Assisted Indirect Absorption in SiC: Two Thresholds and Their Quadratic Coefficients: test program

```python
"""Phonon-assisted indirect absorption, free electron-hole pairs, parabolic bands.
Result under test, for phonon absorption (branch=-1) or emission (branch=+1):
 alpha = K(omega) * n * W^2,  W = photon - gap - branch*phonon > 0,
 n = N for absorption and N+1 for emission, N = thermal phonon number,
 K = e^2 p^2 D^2 Mc (mc mv)^(3/2) /
     [16 pi^2 eps0 nr c m0^2 rho hbar^5 omega Omega (E_direct-photon)^2].
D: intervalley deformation potential; p: momentum matrix element;
Mc: number of valleys; mc, mv: density-of-states masses; nr: refractive index.
Energies are in eV unless a name says otherwise. Material inputs are rough.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import ai_zeros

q, hbar, m0, c, eps0 = sc.e, sc.hbar, sc.m_e, sc.c, sc.epsilon_0
kB = sc.k / q
kinetic = hbar**2 / (2 * m0 * q) * 1e18       # hbar^2/(2 m0), eV nm^2

# Rough 4H-SiC parameters and round coupling strengths
gap, phonon, temperature = 3.23, 0.080, 300.0
direct_gamma, direct_m = 5.5, 4.4
electron_masses = np.array([0.58, 0.31, 0.33])
hole_masses = np.array([0.60, 0.60, 1.70])
valleys, index, density, permittivity = 3, 2.7, 3210.0, 9.7
momentum_energy = 20.0                        # 2 p^2 / m0
deformation = 5e8                             # eV/cm
mc = np.prod(electron_masses)**(1 / 3)
mv = np.prod(hole_masses)**(1 / 3)
p_squared = momentum_energy * q * m0 / 2
D_si = deformation * 100 * q


def occupation(energy, temp):
    return 1 / np.expm1(energy / (kB * temp))


def prefactor(photon, ph=phonon):
    """K in cm^-1 eV^-2."""
    omega, Omega = photon * q / hbar, ph * q / hbar
    detuning = (direct_gamma - photon) * q
    top = q**2 * p_squared * D_si**2 * valleys * (mc * mv * m0**2)**1.5
    bottom = (16 * np.pi**2 * eps0 * index * c * m0**2 * density
              * hbar**5 * omega * Omega * detuning**2)
    return top / bottom * q**2 / 100


def alpha(photon, branch, eg=gap, ph=phonon, temp=temperature):
    """One branch of the absorption coefficient in cm^-1."""
    excess = max(photon - eg - branch * ph, 0.0)
    number = occupation(ph, temp) + (branch == 1)
    return prefactor(photon, ph) * number * excess**2


# Thermal phonon number from the Boltzmann-weighted ladder
levels = np.arange(400)
weights = np.exp(-levels * phonon / (kB * temperature))
N = occupation(phonon, temperature)
assert abs((levels * weights).sum() / weights.sum() / N - 1) < 1e-10

# Exact diagonalization: two electrons, one photon mode, one phonon mode.
# Electron levels: 0 valence Gamma, 1 conduction Gamma, 2 valence M, 3 conduction M.
lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])


def fermion(j):
    result = np.eye(1)
    for site in range(4):
        factor = parity if site < j else lower if site == j else np.eye(2)
        result = np.kron(result, factor)
    return result


f = [fermion(j) for j in range(4)]
electron_number = np.diag(sum(x.T @ x for x in f))
sector = np.where(np.isclose(electron_number, 2))[0]


def hop(i, j):
    return (f[i].T @ f[j])[np.ix_(sector, sector)]


n_ph = 7
b = np.diag(np.sqrt(np.arange(1, n_ph)), 1)


def product(electron, light, vibration):
    return np.kron(np.kron(electron, light), vibration)


def avoided_crossing(branch):
    """Half the minimum splitting, its formula, and the resonance position."""
    eg, ph, start = 3.2, 0.1, 2
    e_cg, e_vm = 5.0, -1.0
    g_gamma, g_m, h_c, h_v = 0.015, 0.010, 0.010, 0.003
    photon = eg + branch * ph
    I2, Ip, I6 = np.eye(2), np.eye(n_ph), np.eye(len(sector))
    base = product(e_cg * hop(1, 1) + e_vm * hop(2, 2), I2, Ip)
    base += product(I6, np.diag([0, photon]), Ip)
    base += product(I6, I2, ph * np.diag(np.arange(n_ph)))
    optical = product(g_gamma * hop(1, 0) + g_m * hop(3, 2), lower, Ip)
    scatter = h_c * hop(3, 1) + h_v * hop(2, 0)
    base += optical + optical.T + product(scatter + scatter.T, I2, b + b.T)
    shift_operator = product(hop(3, 3), I2, Ip)
    sec = list(sector)
    initial = (sec.index(0b1010) * 2 + 1) * n_ph + start
    final = (sec.index(0b0011) * 2 + 0) * n_ph + start + branch

    def splitting(e_cm):
        values, vectors = np.linalg.eigh(base + e_cm * shift_operator)
        weight = vectors[initial]**2 + vectors[final]**2
        pair = np.argsort(weight)[-2:]
        return abs(values[pair[0]] - values[pair[1]])

    best = minimize_scalar(splitting, bounds=(eg - 0.02, eg + 0.02),
                           method="bounded", options={"xatol": 1e-9})
    number = start + (branch == 1)
    formula = np.sqrt(number) * abs(g_gamma * h_c / (e_cg - photon)
                                    - g_m * h_v / (eg - e_vm - photon))
    return best.fun / 2, formula, best.x - eg


crossings = {s: avoided_crossing(s) for s in (-1, 1)}
for measured, formula, shift in crossings.values():
    assert abs(measured / formula - 1) < 0.01   # higher-order coupling terms
    assert abs(shift) < 0.003                   # small coupling-induced shift

# Pair density by counting independent electron and hole lattice states
dk = 0.04                                     # nm^-1


def lattice_energies(masses):
    k2 = ((np.arange(-60, 60) + 0.37) * dk)**2
    ex, ey, ez = [kinetic * k2 / m for m in masses]
    energy = ex[:, None, None] + ey[None, :, None] + ez[None, None, :]
    return np.sort(energy[energy < 0.106])


electron_levels = lattice_energies(electron_masses)
hole_levels = lattice_energies(hole_masses)
volume = (2 * np.pi / dk * 1e-9)**3


def counted_pair_density(excess):
    """Pairs per J and m^6, for one spin and one valley."""
    counts = [np.searchsorted(electron_levels, x * excess - hole_levels).sum()
              for x in (0.95, 1.05)]
    return (counts[1] - counts[0]) / (0.1 * excess * q * volume**2)


W = 0.10
J_count = counted_pair_density(W)
J_formula = (mc * mv * m0**2)**1.5 * (W * q)**2 / (16 * np.pi**3 * hbar**6)
growth = J_count / counted_pair_density(W / 2)
assert abs(J_count / J_formula - 1) < 0.01    # finite lattice and energy window
assert abs(growth / 4 - 1) < 0.015


def golden_rule_alpha(photon, branch):
    """Quantized photon field and the counted pair density, in cm^-1."""
    omega, Omega = photon * q / hbar, phonon * q / hbar
    photon_part = q**2 * p_squared / m0**2 * hbar / (2 * eps0 * index**2 * omega)
    phonon_part = D_si**2 * hbar * (N + (branch == 1)) / (2 * density * Omega)
    coupling = photon_part * phonon_part / ((direct_gamma - photon) * q)**2
    rate = 2 * valleys * 2 * np.pi / hbar * coupling * J_count
    return rate * index / c / 100


threshold_a, threshold_e = gap - phonon, gap + phonon
photon_a, photon_e = threshold_a + W, threshold_e + W
golden = [golden_rule_alpha(photon_a, -1), golden_rule_alpha(photon_e, 1)]
for value, energy, branch in zip(golden, (photon_a, photon_e), (-1, 1)):
    assert abs(value / alpha(energy, branch) - 1) < 0.01

# Coulomb attraction between electron and hole, spherical reduced mass
mu = mc * mv / (mc + mv)
rydberg = sc.value("Rydberg constant times hc in eV") * mu / permittivity**2


def coulomb_enhancement(excess):
    w = excess / rydberg
    continuum = quad(lambda x: np.sqrt(w - x) * 2 * np.pi
                     / (-np.expm1(-2 * np.pi / np.sqrt(x))), 0, w)[0]
    n = np.arange(1, 3001)
    bound = 4 * np.pi * np.sum(np.sqrt(w + 1 / n**2) / n**3)
    return (continuum + bound) / (np.pi * w**2 / 8)


def sphere_enhancement(excess, attraction):
    """Same ratio from s states of a large sphere, lengths in Bohr radii."""
    w, h, radius = excess / rydberg, 0.02, 100.0
    r = np.arange(h, radius - h / 2, h)
    values, vectors = eigh_tridiagonal(
        2 / h**2 - 2 * attraction / r, -np.ones(len(r) - 1) / h**2,
        select="v", select_range=(-2.0, w))
    slope = vectors[0] / np.sqrt(h) / (h * (1 - attraction * h))
    return np.sum(slope**2 * np.sqrt(np.maximum(w - values, 0))) / (w**2 / 8)


F = coulomb_enhancement(W)
F_sphere = sphere_enhancement(W, 1)
assert abs(sphere_enhancement(W, 0) - 1) < 0.01
assert abs(F_sphere / F - 1) < 0.01


def coulomb_shape(excess):
    return excess**2 * coulomb_enhancement(excess)


step = 1e-3
slope = (coulomb_shape(W + step) - coulomb_shape(W - step)) / (2 * step)
false_intercept = W - 2 * coulomb_shape(W) / slope

# Energy scale of an electric field, checked with a triangular well
field = 2.0                                   # MV/cm
force = field * 0.1                           # eV/nm
field_energy = (force**2 * kinetic / mu)**(1 / 3)
h = 0.01
x = np.arange(h, 15, h)
ground = eigh_tridiagonal(2 * kinetic / mu / h**2 + force * x,
                          -np.ones(len(x) - 1) * kinetic / mu / h**2,
                          select="i", select_range=(0, 0))[0][0]
assert abs(ground / (-ai_zeros(1)[0][0] * field_energy) - 1) < 1e-3

# Conduction-band filling at a drift-layer doping
doping = 1e16
thermal = kB * temperature * q
Nc = 2 * valleys * (mc * m0 * thermal / (2 * np.pi * hbar**2))**1.5 / 1e6
state_integral = quad(lambda y: 2 * y**2 * np.exp(-y**2), 0, 12)[0]
Nc_integral = (valleys / (2 * np.pi**2) * (2 * mc * m0 / hbar**2)**1.5
               * thermal**1.5 * state_integral / 1e6)
assert abs(Nc_integral / Nc - 1) < 1e-7

# Other neglected effects at the example's own energies
hot = 500.0


def gap_lowering(temp):
    return 6.5e-4 * temp**2 / (temp + 1300)   # rough Varshni parameters


gap_shift = gap_lowering(temperature) - gap_lowering(hot)
split = 0.07                                  # rough valence-band splitting
path_ratio = (direct_gamma - photon_e) / (direct_m - photon_e)
parts = [alpha(photon_e, -1), alpha(photon_e, 1)]
total = sum(parts)
with_coulomb = (parts[0] * coulomb_enhancement(photon_e - threshold_a)
                + parts[1] * F)
B_a, B_e = N * prefactor(threshold_a), (N + 1) * prefactor(threshold_e)
nm = sc.h * c / q * 1e9

print(f"Inputs: gap {gap:.2f} eV, phonon {phonon*1e3:.0f} meV, T {temperature:.0f} K")
print(f"Direct gaps: Gamma {direct_gamma:.1f} eV, M {direct_m:.1f} eV")
print("Electron masses (m0):", electron_masses, f" DOS mass {mc:.4f}")
print("Hole masses (m0):", hole_masses, f" DOS mass {mv:.4f}")
print(f"Valleys {valleys}, refractive index {index}, density {density:.0f} kg/m3")
print(f"2p^2/m0 {momentum_energy:.0f} eV, deformation potential {deformation:.1e} eV/cm")
print(f"Phonon number N {N:.5f}, N+1 {N+1:.5f}, kT {kB*temperature*1e3:.3f} meV")
print(f"Absorption threshold {threshold_a:.3f} eV = {nm/threshold_a:.2f} nm")
print(f"Emission threshold {threshold_e:.3f} eV = {nm/threshold_e:.2f} nm")
print(f"K at absorption threshold {prefactor(threshold_a):.3f} cm^-1 eV^-2")
print(f"K at emission threshold {prefactor(threshold_e):.3f} cm^-1 eV^-2")
print(f"Quadratic coefficient, absorption {B_a:.4f} cm^-1 eV^-2")
print(f"Quadratic coefficient, emission {B_e:.3f} cm^-1 eV^-2")
print(f"Coefficient ratio {B_e/B_a:.3f}; exp(phonon/kT) {(N+1)/N:.3f}")
print(f"Slow factor in coefficient ratio {prefactor(threshold_e)/prefactor(threshold_a):.4f}")
print(f"Excess energy W in each branch test {W*1e3:.0f} meV")
print(f"alpha at {photon_a:.2f} eV {alpha(photon_a,-1):.5f} cm^-1, phonon absorption only")
print(f"K at {photon_a:.2f} eV {prefactor(photon_a):.3f} cm^-1 eV^-2")
print(f"K at {photon_e:.2f} eV {prefactor(photon_e):.3f} cm^-1 eV^-2")
print(f"alpha at {photon_e:.2f} eV: absorption {parts[0]:.4f}, emission {parts[1]:.4f} cm^-1")
print(f"Total alpha at {photon_e:.2f} eV {total:.4f} cm^-1; depth {1/total:.3f} cm")
for s, name in ((-1, "absorption"), (1, "emission")):
    measured, formula, shift = crossings[s]
    print(f"Toy {name}: coupling {measured*1e6:.3f}, formula {formula*1e6:.3f} ueV")
    print(f"Toy {name}: resonance shift {shift*1e3:.3f} meV")
print(f"Pair density counted/formula {J_count/J_formula:.5f}")
print(f"Pair-density growth when W doubles {growth:.4f}")
print(f"Golden-rule alpha: absorption {golden[0]:.5f}, emission {golden[1]:.4f} cm^-1")
print(f"Reduced mass {mu:.4f} m0, permittivity {permittivity}, pair Rydberg {rydberg*1e3:.2f} meV")
print(f"Coulomb enhancement at W=100 meV: formula {F:.3f}, sphere {F_sphere:.3f}")
print(f"Coulomb enhancement at W=1 eV {coulomb_enhancement(1.0):.3f}")
print(f"Total alpha at {photon_e:.2f} eV with Coulomb factor {with_coulomb:.3f} cm^-1")
print(f"False sqrt(alpha) intercept from W=100 meV {false_intercept*1e3:.1f} meV")
print(f"K change over 100 meV, emission: factor {prefactor(photon_e)/prefactor(threshold_e):.4f}")
print(f"Second/first path amplitude for equal couplings {path_ratio:.3f}")
print(f"Two-path alpha factor: opposed {(1-path_ratio)**2:.3f}, aligned {(1+path_ratio)**2:.3f}")
for energy in (0.035, 0.105):
    other = alpha(photon_e, -1, ph=energy) + alpha(photon_e, 1, ph=energy)
    print(f"Total alpha at {photon_e:.2f} eV with {energy*1e3:.0f} meV phonon {other:.4f} cm^-1")
print(f"Valence splitting {split*1e3:.0f} meV; extra emission fraction {((W-split)/W)**2:.3f}")
print(f"Gap shift from 300 to {hot:.0f} K {gap_shift*1e3:.2f} meV")
print(f"Phonon number at {hot:.0f} K {occupation(phonon,hot):.5f}")
for eg, label in ((gap, "fixed gap"), (gap + gap_shift, "shifted gap")):
    hot_alpha = alpha(photon_a, -1, eg=eg, temp=hot) + alpha(photon_a, 1, eg=eg, temp=hot)
    print(f"alpha at {photon_a:.2f} eV, {hot:.0f} K, {label} {hot_alpha:.5f} cm^-1")
print(f"Field {field:.1f} MV/cm: electro-optic energy {field_energy*1e3:.2f} meV")
print(f"Effective conduction DOS {Nc:.3e} cm^-3")
print(f"Doping {doping:.1e} cm^-3; band-edge occupation about {doping/Nc:.2e}")
print("done: every assertion held")
```

It prints:

```
Inputs: gap 3.23 eV, phonon 80 meV, T 300 K
Direct gaps: Gamma 5.5 eV, M 4.4 eV
Electron masses (m0): [0.58 0.31 0.33]  DOS mass 0.3900
Hole masses (m0): [0.6 0.6 1.7]  DOS mass 0.8490
Valleys 3, refractive index 2.7, density 3210 kg/m3
2p^2/m0 20 eV, deformation potential 5.0e+08 eV/cm
Phonon number N 0.04744, N+1 1.04744, kT 25.852 meV
Absorption threshold 3.150 eV = 393.60 nm
Emission threshold 3.310 eV = 374.57 nm
K at absorption threshold 82.257 cm^-1 eV^-2
K at emission threshold 90.137 cm^-1 eV^-2
Quadratic coefficient, absorption 3.9027 cm^-1 eV^-2
Quadratic coefficient, emission 94.414 cm^-1 eV^-2
Coefficient ratio 24.192; exp(phonon/kT) 22.077
Slow factor in coefficient ratio 1.0958
Excess energy W in each branch test 100 meV
alpha at 3.25 eV 0.04126 cm^-1, phonon absorption only
K at 3.25 eV 86.971 cm^-1 eV^-2
K at 3.41 eV 96.067 cm^-1 eV^-2
alpha at 3.41 eV: absorption 0.3081, emission 1.0062 cm^-1
Total alpha at 3.41 eV 1.3144 cm^-1; depth 0.761 cm
Toy absorption: coupling 73.122, formula 73.079 ueV
Toy absorption: resonance shift -0.019 meV
Toy emission: coupling 94.989, formula 95.093 ueV
Toy emission: resonance shift 0.207 meV
Pair density counted/formula 1.00083
Pair-density growth when W doubles 4.0000
Golden-rule alpha: absorption 0.04130, emission 1.0071 cm^-1
Reduced mass 0.2673 m0, permittivity 9.7, pair Rydberg 38.65 meV
Coulomb enhancement at W=100 meV: formula 17.317, sphere 17.329
Coulomb enhancement at W=1 eV 2.731
Total alpha at 3.41 eV with Coulomb factor 19.448 cm^-1
False sqrt(alpha) intercept from W=100 meV -146.2 meV
K change over 100 meV, emission: factor 1.0658
Second/first path amplitude for equal couplings 2.111
Two-path alpha factor: opposed 1.235, aligned 9.679
Total alpha at 3.41 eV with 35 meV phonon 9.7578 cm^-1
Total alpha at 3.41 eV with 105 meV phonon 0.5231 cm^-1
Valence splitting 70 meV; extra emission fraction 0.090
Gap shift from 300 to 500 K -53.72 meV
Phonon number at 500 K 0.18509
alpha at 3.25 eV, 500 K, fixed gap 0.16098 cm^-1
alpha at 3.25 eV, 500 K, shifted gap 0.38036 cm^-1
Field 2.0 MV/cm: electro-optic energy 178.66 meV
Effective conduction DOS 1.834e+19 cm^-3
Doping 1.0e+16 cm^-3; band-edge occupation about 5.45e-04
done: every assertion held
```
